# Debye Length and Mesh Spacing in an n-Type Semiconductor: a program that tests the result

```python
# Result under test: the nondegenerate Debye length
#     L_D = sqrt(eps * V_T / (q * n0)),  V_T = k*T/q,
# is the e-fold distance of a small potential in an n-type semiconductor
# with mobile electrons (bulk density n0) and a fixed neutralizing background.
# Also tested: the finite-potential correction, the decay length on a coarse
# mesh, and the correction from Fermi statistics in a parabolic band.
# Symbols: eps permittivity, q elementary charge, k Boltzmann constant,
# T temperature, psi potential, u = psi/V_T, h mesh spacing,
# Nc effective density of states, eta = (Fermi level - band edge)/(k*T).
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q, k = const.e, const.k
density_cm3 = 1e18
n0 = density_cm3 * 1e6
eps_r, T, mass_ratio = 10.0, 300.0, 0.3
eps = eps_r * const.epsilon_0
VT = k * T / q
nm = 1e-9
LD = np.sqrt(eps * VT / (q * n0))


def boltzmann_ratio(u):
    return np.exp(u)


# Fermi integral of order 1/2, normalized to exp(eta) for eta << 0.
# With energy = t^2 the integrand is even and smooth: trapezoid rule works.
t = np.linspace(0.0, 8.0, 321)


def fermi_half(eta):
    eta = np.atleast_1d(eta)
    values = t**2 / (1.0 + np.exp(t**2 - eta[:, None]))
    return 4.0 / np.sqrt(np.pi) * (t[1] - t[0]) * values.sum(axis=1)


def efold_distance(u_surface, ratio):
    """Solve nonlinear Poisson in SI units; return the first e-fold distance."""
    h, nodes = 0.04 * nm, 1201
    x = h * np.arange(nodes)
    psi = np.zeros(nodes)
    psi[0] = u_surface * VT
    step = 1e-4
    for _ in range(60):
        u = psi[1:-1] / VT
        excess = n0 * (ratio(u) - 1.0)
        slope = n0 * (ratio(u + step) - ratio(u - step)) / (2 * step * VT)
        residual = psi[:-2] - 2 * psi[1:-1] + psi[2:] - h**2 * q * excess / eps
        bands = np.ones((3, nodes - 2))
        bands[1] = -2.0 - h**2 * q * slope / eps
        change = solve_banded((1, 1), bands, -residual)
        psi[1:-1] += change
        if np.max(np.abs(change)) < 1e-10 * abs(psi[0]):
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    near = slice(0, 600)
    return np.interp(1.0, -np.log(psi[near] / psi[0]), x[near])


def mesh_decay_length(h):
    """Decay length of the linearized Poisson equation solved on a mesh."""
    interior = 80
    bands = np.ones((3, interior))
    bands[1] = -2.0 - h**2 * q * n0 / (eps * VT)
    rhs = np.zeros(interior)
    rhs[0] = -1.0
    u = solve_banded((1, 1), bands, rhs)
    return h / np.log(1.0 / u[0])


# Small potential: the measured e-fold distance is the Debye length.
# The tolerance covers the remaining nonlinearity, about 1e-4.
small = efold_distance(0.001, boltzmann_ratio)
assert abs(small / LD - 1) < 3e-4

# Finite potential: first-order law, remaining terms are of order u^3.
finite = {}
for u0 in (1.0, -1.0):
    finite[u0] = efold_distance(u0, boltzmann_ratio)
    predicted = LD * (1 - (1 - np.exp(-1)) * u0 / 6)
    assert abs(finite[u0] / predicted - 1) < 1e-3
assert finite[1.0] < LD < finite[-1.0]

# Coarse meshes: solved systems against the closed formula.
mesh = {}
for h_nm in (1.0, 2.0, 4.0, 8.0):
    h = h_nm * nm
    mesh[h_nm] = mesh_decay_length(h)
    assert abs(mesh[h_nm] / (h / (2 * np.arcsinh(h / (2 * LD)))) - 1) < 1e-9
fine_error = mesh[1.0] / LD - 1
assert abs(fine_error / ((1.0 * nm / LD)**2 / 24) - 1) < 0.02
h_percent = LD * np.sqrt(24 * 0.01)
percent_error = mesh_decay_length(h_percent) / LD - 1
assert 0.0095 < percent_error < 0.01

# Fermi statistics: full nonlinear solution against the linearized length
# and against the first-order correction in n0/Nc.
mass = mass_ratio * const.m_e
Nc = 2 * (2 * np.pi * mass * k * T / const.h**2)**1.5
eta0 = brentq(lambda e: Nc * fermi_half(e)[0] / n0 - 1, -20, 10, xtol=1e-13)
bulk = fermi_half(eta0)[0]
d = 1e-4
dn_deta = Nc * (fermi_half(eta0 + d)[0] - fermi_half(eta0 - d)[0]) / (2 * d)
L_fermi = np.sqrt(eps * VT / (q * dn_deta))
fermi_measured = efold_distance(0.001, lambda u: fermi_half(eta0 + u) / bulk)
L_first = LD * np.sqrt(1 + n0 / (2**1.5 * Nc))
assert abs(fermi_measured / L_fermi - 1) < 3e-4
assert abs(L_first / L_fermi - 1) < 1e-3
assert L_fermi > 1.02 * LD

sphere_count = 4 * np.pi / 3 * n0 * LD**3
assert sphere_count < 1
assert abs(LD / nm - 3.8) < 0.05

print(f"Electron density: {density_cm3:.3e} cm^-3 = {n0:.3e} m^-3")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Temperature: {T:.1f} K")
print(f"Elementary charge: {q:.6e} C")
print(f"Boltzmann constant: {k:.6e} J/K")
print(f"Vacuum permittivity: {const.epsilon_0:.6e} F/m")
print(f"Permittivity eps: {eps:.5e} F/m")
print(f"Thermal voltage V_T: {VT:.6f} V")
print(f"Charge density q*n0: {q * n0:.5e} C/m^3")
print(f"Debye length squared: {LD**2:.5e} m^2")
print(f"Debye length: {LD:.4e} m = {LD / nm:.4f} nm")
print(f"Measured e-fold distance, u0 = 0.001: {small / nm:.4f} nm")
for u0, distance in finite.items():
    predicted = LD * (1 - (1 - np.exp(-1)) * u0 / 6)
    print(f"Measured e-fold distance, u0 = {u0:+.0f}: {distance / nm:.4f} nm")
    print(f"First-order e-fold distance, u0 = {u0:+.0f}: {predicted / nm:.4f} nm")
for h_nm, length in mesh.items():
    print(f"Mesh {h_nm:.0f} nm: h/L_D = {h_nm * nm / LD:.4f}, "
          f"decay length {length / nm:.4f} nm, "
          f"error {100 * (length / LD - 1):.2f} %")
print(f"Spacing for one percent error: {h_percent / nm:.3f} nm "
      f"= {h_percent / LD:.3f} L_D")
print(f"Solved error at that spacing: {100 * percent_error:.3f} %")
print(f"Model effective mass: {mass_ratio:.2f} electron masses")
print(f"Effective density of states Nc: {Nc / 1e6:.4e} cm^-3")
print(f"Ratio n0/Nc: {n0 / Nc:.4f}")
print(f"Reduced Fermi level eta: {eta0:.4f}")
print(f"Fermi screening length, linearized: {L_fermi / nm:.4f} nm")
print(f"Fermi e-fold distance, measured: {fermi_measured / nm:.4f} nm")
print(f"Fermi length, first-order formula: {L_first / nm:.4f} nm")
print(f"Fermi lengthening over L_D: {100 * (L_fermi / LD - 1):.2f} %")
print(f"Electrons in a sphere of radius L_D: {sphere_count:.4f}")
print("all assertions hold")
```

It prints:

```
Electron density: 1.000e+18 cm^-3 = 1.000e+24 m^-3
Relative permittivity: 10.0
Temperature: 300.0 K
Elementary charge: 1.602177e-19 C
Boltzmann constant: 1.380649e-23 J/K
Vacuum permittivity: 8.854188e-12 F/m
Permittivity eps: 8.85419e-11 F/m
Thermal voltage V_T: 0.025852 V
Charge density q*n0: 1.60218e+05 C/m^3
Debye length squared: 1.42867e-17 m^2
Debye length: 3.7798e-09 m = 3.7798 nm
Measured e-fold distance, u0 = 0.001: 3.7794 nm
Measured e-fold distance, u0 = +1: 3.3828 nm
First-order e-fold distance, u0 = +1: 3.3816 nm
Measured e-fold distance, u0 = -1: 4.1770 nm
First-order e-fold distance, u0 = -1: 4.1780 nm
Mesh 1 nm: h/L_D = 0.2646, decay length 3.7907 nm, error 0.29 %
Mesh 2 nm: h/L_D = 0.5291, decay length 3.8230 nm, error 1.14 %
Mesh 4 nm: h/L_D = 1.0583, decay length 3.9439 nm, error 4.34 %
Mesh 8 nm: h/L_D = 2.1165, decay length 4.3385 nm, error 14.78 %
Spacing for one percent error: 1.852 nm = 0.490 L_D
Solved error at that spacing: 0.984 %
Model effective mass: 0.30 electron masses
Effective density of states Nc: 4.1234e+18 cm^-3
Ratio n0/Nc: 0.2425
Reduced Fermi level eta: -1.3312
Fermi screening length, linearized: 3.9374 nm
Fermi e-fold distance, measured: 3.9371 nm
Fermi length, first-order formula: 3.9385 nm
Fermi lengthening over L_D: 4.17 %
Electrons in a sphere of radius L_D: 0.2262
all assertions hold
```
